Quarter-domain symmetry reduction for nanosheet cross-sections

**What the setting does**

A symmetry-reduction setting replaces the eigenproblem of a full nanosheet cross-section by four problems on one quarter of it. If the mass, the potential, the shape and the outer edge conditions are all unchanged by y → −y, and also by z → −z, the four spectra together are the complete spectrum, with the right multiplicities:

  class   edge on y = 0   edge on z = 0
  ee      Neumann         Neumann
  oe      Dirichlet       Neumann
  eo      Neumann         Dirichlet
  oo      Dirichlet       Dirichlet

The first letter is the parity in y and the second the parity in z (e even, o odd). Neumann means zero normal derivative and Dirichlet means zero value. The potential need not be a sum f(y) + g(z), so the setting also serves problems that cannot be separated into two one-dimensional ones.

**The equation and its outer wall**

The model is a single isotropic conduction valley with parabolic mass m, without spin-orbit coupling. On |y| < W/2, |z| < H/2,

  −K(∂²/∂y² + ∂²/∂z²)ψ + U(y,z)ψ = Eψ,  K = ħ²/(2m).

E is the bottom of a subband; motion along the channel with wavenumber kₓ adds Kkₓ².

At the surface the electron meets an insulator of barrier height V_b and mass m_b. Let s be the distance into it. If E is small beside V_b and the variation along the surface is slow beside the decay,

  ψ ∝ exp(−κs),  κ = √(2m_bV_b)/ħ.

Both ψ and (1/m)∂ψ/∂n are continuous, n being the outward normal. Hence

  (1/m)∂ψ/∂n = −(κ/m_b)ψ,

and multiplication by m_b/κ gives

  ψ + ℓ ∂ψ/∂n = 0,  ℓ = m_b/(mκ).

A hard wall is the limit ℓ → 0. A light channel mass makes ℓ long, so a hard wall may be a poor choice even for a high barrier. For the mirrors to hold, opposite walls need the same ℓ.

**Why four quarters give the full spectrum**

Let Py change the sign of y in a function, and Pz that of z. Each squares to one, and they commute with each other. A second derivative is unchanged when its coordinate changes sign, and U is even, so both mirrors commute with the Hamiltonian. They also respect the wall condition, because an outward normal is carried into the outward normal of the opposite wall.

For p, q = ±1 define

  Π(p,q) = ¼(1 + pPy)(1 + qPz).

Summed over p, the first bracket gives 2, and the second does the same over q, so the four Π add up to one. Since Py² = 1,

  Py(1 + pPy) = Py + p = p(1 + pPy),

where 1/p = p was used. Thus Π(p,q)ψ has parities p and q. If Hψ = Eψ, then H Πψ = Π Hψ = E Πψ, so each of the four parts is either zero or an eigenfunction of the same energy. Parts of different class are orthogonal, because their product is odd in at least one coordinate. An eigenspace therefore splits into its four parity parts, and their dimensions add up to its own. This fixes the multiplicities.

Now take y > 0, z > 0. If ψ is odd in y, then ψ(0,z) = −ψ(0,z), so ψ(0,z) = 0. If it is even, its y derivative is odd and vanishes on y = 0. These are the edge conditions of the table. Conversely, a quarter solution reflected with its signs joins smoothly: an odd reflection has matching slopes and zero value, and an even one has matching values and zero slope. It solves the full equation on both sides, so nothing spurious is added.

A limiting case shows the counting. For U = 0 and hard walls, the y factor on the half-interval is cos(ky) with k = π/W, 3π/W, … for a Neumann symmetry edge, and sin(ky) with k = 2π/W, 4π/W, … for a Dirichlet one. Together they are all nπ/W of the full box, each once.

If W = H, all four walls have the same ℓ, and U is also unchanged by exchanging y and z, the exchange turns every eo state into an oe state, and the two classes have equal levels. A full solver may return any mixture of such a pair, whereas the quarter solutions keep definite parities.

**The reduction on a grid**

Use square cells of side h with unknowns at their centres and an even number of cells each way, so that the mirror lines run between cells. In one direction the kinetic term is

  (K/h²)(2ψᵢ − ψᵢ₋₁ − ψᵢ₊₁).

At an edge the missing neighbour is a ghost value g = rψ₁, where ψ₁ is the last value inside. This changes the diagonal entry from 2 to 2 − r, in units of K/h², and leaves the matrix symmetric. At the wall, the value is (g + ψ₁)/2 and the outward slope (g − ψ₁)/h, so

  (g + ψ₁)/2 + ℓ(g − ψ₁)/h = 0,
  g(2ℓ + h) = ψ₁(2ℓ − h),
  r = (2ℓ − h)/(2ℓ + h).

The limit ℓ → 0 gives r = −1 (Dirichlet), and ℓ → ∞ gives r = +1 (Neumann).

At a mirror line the missing neighbour is a real cell of the full grid, the mirror image of the first cell. Its value is +ψ₁ for an even state and −ψ₁ for an odd one, so again r = ±1. The reduction is therefore an identity between matrices at any cell size. It adds no discretization error to that of the full grid, and removes none.

With an odd number of cells, a row of centres lies on the mirror line. Odd states vanish there and even states need not, so the blocks have unequal sizes and these edge formulas do not apply.

**Getting full-domain states back**

Let φ be a quarter vector with Σφ² = 1. The full vector is

  ψ(±y, ±z) = ½ × (parity signs) × φ(y,z).

The four copies contribute 4 × ¼ = 1 to the norm. For a density per unit area, divide further by h in the amplitude, since the sum is then weighted by h².

For a dense solver whose cost grows as the cube of the matrix size N, four quarters cost 4(N/4)³ = N³/16. In one timed run with N = 1000 the gain was a factor of about 6, not 16. Small matrices need not follow the cubic law.

**Checks worth keeping switched on**

The residual ‖Hψ − Eψ‖, with the full H and the reconstructed ψ, detects reflection signs that do not match the edges used. It cannot detect a missing state, or one class solved twice in place of another.

If all levels are computed, two sums can be compared without diagonalizing the full matrix:

  ΣE = Tr H,  ΣE² = Tr H² = Σᵢⱼ Hᵢⱼ².

If only low levels are wanted, choose an energy c that is not a level and factor H − c = LDLᵀ, with D made of blocks of size one or two. Such a factorization preserves the number of negative eigenvalues, so those of D count the levels below c. The four classes must add up to this number.

There is also an ordering rule. Changing a symmetry edge from Neumann to Dirichlet changes the diagonal entry beside it from 1 to 3, in units of K/h². The matrix difference is never negative in any state, so by the min-max principle the n-th level cannot fall:

  Eₙ(Neumann) ≤ Eₙ(Dirichlet),

with the other edge held fixed. No level of another class can thus lie below the lowest ee level.

**A nonseparable example**

Take an undoped InSb sheet with W = 100 nm and H = 40 nm. Rough typical parameters are m = 0.014 mₑ, a gap of 230 meV, and an insulator with V_b = 3000 meV and m_b = 0.2 mₑ. With ħ²/(2mₑ) = 0.014 × 2721.4 = 38.1 meV nm²,

  κ = √(0.2 × 3000/38.1) = 3.97 nm⁻¹,
  ℓ = 0.2/(0.014 × 3.97) = 3.60 nm.

A one-dimensional 40 nm layer with explicit barriers has its ground level at 12.12 meV, against 12.13 meV with this ℓ. In the sheet, on a 2 nm grid with everything else fixed, a hard wall would raise the ground level from 3.1 to 10.6 meV (3.2 to 10.7 meV once the grid is converged). The outer wall thus deserves as much care as the symmetry edges.

The top and bottom surfaces define zero potential energy, and the side surfaces are held at U₀ = −60 meV. Without charge and with uniform permittivity, U obeys Laplace's equation. A suitable solution is

  U = (2U₀/π)[A(W/2 − y) + A(W/2 + y)],
  A(s) = arctan[cos(πz/H)/sinh(πs/H)].

To see that A is harmonic, put w = exp[−π(s + iz)/H], so that |w| < 1 inside. The addition formula gives

  arctan w + arctan w* = arctan[(w + w*)/(1 − |w|²)].

Here w + w* = 2exp(−πs/H)cos(πz/H) and 1 − |w|² = 1 − exp(−2πs/H). Dividing both by exp(−πs/H) turns the quotient into cos(πz/H)/sinh(πs/H). So A = 2 Re arctan w, the real part of an analytic function, which is harmonic. It vanishes at z = ±H/2 and tends to π/2 as s → 0. At each side the term from the opposite side remains, and it shifts the surface value by at most 0.03 meV. The exchange of the two terms under y → −y, and the even cosine, supply the two mirrors.

The quarter calculation with h = 0.5 nm gives, in meV:

  1 ee  3.2    6 oo 45.7
  2 oe  4.5    7 ee 54.8
  3 ee 18.6    8 eo 58.0
  4 oe 33.9    9 oo 73.7
  5 eo 43.7   10 oe 80.8

An independent full-domain calculation in Legendre polynomials, which assumes no parity, gives the same classes and agrees within 0.07 meV for these ten levels. For the two lowest levels of each class, the largest difference falls from 0.60 to 0.15 to 0.04 meV as h goes from 2 to 1 to 0.5 nm. Each halving divides it by four, as expected of a second-order grid.

On the 2 nm grid the full matrix has size 1000 and each quarter 250. All 1000 levels agree to about 10⁻¹¹ meV. This tests the splitting, not the accuracy of the grid, whose error is far larger. The inertia count finds 10 levels below 80 meV, and the classes supply 3 + 3 + 2 + 2 = 10. The finer table has its tenth level above 80 meV. There is no contradiction: its error at 0.5 nm is 0.067 meV, and second-order scaling makes that about 16 × 0.067 = 1.1 meV at 2 nm, enough to bring it below the cut. A count belongs to the matrix on which it was made.

The lowest two levels form a doublet split by 1.33 meV. On the 2 nm grid, the ground state has 66% of its probability in the cells centred at |y| > 25 nm, against 48% for a uniform density, since these are 24 of the 50 columns. (The output calls these strips the outer quarters of the width, but the columns centred exactly at |y| = 25 nm are left out.) It leans towards the attractive sides but is not confined to them.

**Symmetry is not separability**

One might replace U by its unweighted least-squares additive fit on the 2 nm grid, with f(y) the average over z, and g(z) the average over y minus the overall mean. This leaves a remainder as large as 20 meV at some cells, a figure that grows as the grid is refined (35 meV at h = 0.25 nm). Yet the ground level moves only from 3.13 to 3.63 meV. To first order, the true potential differs from the fit by ⟨U − f⟩ − ⟨g⟩ = −3.325 + 2.607 = −0.72 meV in the ground state. This is an average over the whole state, so it can be far smaller than the remainder at single cells.

The doublet fares worse. Its upper level rises by 1.14 meV, the largest error among the ten lowest levels, and its lower one by 0.49 meV. The splitting, 1.31 meV on this grid, grows by 0.65 meV, or about half. This failure belongs to the unweighted fit. The ground state is a product to within a weight of 2 × 10⁻⁴. A fit whose averages are weighted by the ground-state density places the two lowest levels within 0.03 meV and the splitting within 0.01 meV, but it misses level 8 by 1.3 meV. Neither fit serves all ten levels. The quarter method makes no such approximation.

**When a mirror is broken**

Suppose a uniform tilt δU = (1 meV)y/W is added, so that the two sides differ by 1 meV. It tilts the top and bottom surfaces as well, so it stands for a lateral field and not for a mismatch of the side surfaces alone. The latter would be (1 meV/π)[A(W/2 − y) − A(W/2 + y)], which has the same parities but couples the doublet about half as strongly (|v| = 0.16 meV). The numbers below are for the uniform tilt. This is odd in y and even in z, so it couples ee to oe and eo to oo, and has no diagonal element in a state of definite parity. For the lowest doublet, with splitting Δ and v = ⟨ee|δU|oe⟩, the two-level matrix has diagonal entries 0 and Δ and off-diagonal entries v. Its eigenvalues satisfy

  λ² − Δλ − v² = 0,  λ = ½[Δ ± √(Δ² + 4v²)],

so the new gap is √(Δ² + 4v²). With Δ = 1.311 and |v| = 0.314 meV this is 1.454 meV; the full matrix gives 1.453 meV. The formula requires other levels to be far away compared with v. If |v| ≫ Δ while the other levels are still far away compared with |v|, the gap approaches 2|v| and the two states become nearly equal-weight mixtures of ee and oe, so parity ceases to describe them.

A quarter calculation would read δU on the right half and reflect it. It then solves a different device, with both sides raised in proportion to |y|. Its ground level is 3.43 meV, while that of the true device is 3.06 meV. The true shift starts at second order in the mismatch, but the false one starts at first order. The residual in the reflected potential would still be small. It is the input that must be compared with its mirror image, before reduction.

If one mirror survives, as Pz does here, use a half-domain with two classes; the same proof applies with one projector. A sheared mass tensor needs more care. Its term ∂²/∂y∂z changes sign under either mirror and is unchanged by both together. States then have a parity under (y,z) → (−y,−z), but this relates the point (0, z) to (0, −z). It supplies no local Neumann or Dirichlet edge, and the quarter setting must be off.

**How far the example is from a device**

The material values are rough but typical of InSb. The geometry is less so: silicon nanosheet transistors use sheets a few nanometres thick, and a single gate around an undoped sheet would hold all four surfaces at about the same potential. Real sheets also break the mirrors through roughness and unequal surfaces; the 1 meV uniform tilt gives one measure of the error, 0.37 meV in the ground level, and a 1 meV mismatch of the side surfaces alone gives about 0.17 meV.

For the upper levels, the largest omission sized here is the nonparabolic band. Let T be the parabolic kinetic energy and E_g the gap. A two-band dispersion sets T = ε(1 + ε/E_g), whose positive root is

  ε = (E_g/2)[√(1 + 4T/E_g) − 1].

With ℓ held fixed, this lowers level 1 by 2.5 meV and level 8 by about 13 meV, so their separation of about 55 meV shrinks by roughly a fifth. Since ε depends on T alone, both mirrors survive. In this calculation the class order of the lowest eight levels is also unchanged. The sizes depend on the wall treatment. With a local energy-dependent mass used also in the wall condition, the shifts are about 1.5 and 11 meV, the class order is the same, and the doublet splitting falls to about 0.9 meV. For InSb, use a nonparabolic model together with the reduction if spacings matter.

Spin-orbit coupling from the potential gradient contains, at kₓ = 0, the combination (∂U/∂y)∂/∂z − (∂U/∂z)∂/∂y. It is odd in both coordinates, so it joins ee to oo and oe to eo, and purely orbital parity is lost. With a rough coefficient of 5 nm², its largest element from the ground state is 0.45 meV, and the second-order shift is −0.008 meV (−0.009 meV for the Hermitian part of the term, which differs slightly because U jumps at the corners). That is negligible for this level, but it does not size the effect on closer pairs, at finite kₓ, or from the interfaces. While both mirrors hold, this term splits no spin pair: reversing all three coordinates together with time keeps kₓ and flips the spin, so each level stays doubly degenerate. For spin splittings, which need a broken mirror or a further term from the crystal or its interfaces, use the full domain.

At 77 K, kT is 6.6 meV. With the Fermi level 3kT below the ground level, the occupation at the subband bottom is 5%, the line density is 2.6 × 10⁴ cm⁻¹, and the electrons' own potential is of order 0.2 meV. This scale is proportional to density: at 10⁶ cm⁻¹ it would be several meV, and U would have to be found self-consistently. A reduced self-consistent run can find only solutions that keep the mirrors.

The ground level lies 233 meV above the highest valence edge in the cross-section, so the 60 meV side potential does not align the two bands; drain bias is not included. The field is 0.03 MV/cm at the middle of a side surface, and about 0.12 MV/cm between unlike gates if 5 nm of insulator separates them. At the corners the model potential jumps, so its field there grows without bound; a real gap between the gates would limit it. The tunnelling factor exp(−2κt) through t = 5 nm is 6 × 10⁻¹⁸, so leakage through an ideal barrier is negligible. Strain, roughness and image forces are not sized.

**Choosing the setting**

Use four quarters when the input passes both mirror comparisons and the grid has an even number of cells each way. Use a half-domain when one mirror holds. Use the full domain for mismatch on both axes, a sheared mass or spin splittings. Request several levels from every class before merging: here the third level overall is the second of ee, and the first eo level comes fifth. Then compare the merged count with the inertia of the full matrix, and refine h separately, since perfect agreement between quarters and full grid says nothing about grid error. The numerical output follows.

Numbers as computed

```
sheet width, thickness: 100, 40 nm
InSb rough mass 0.014 m_e, gap 230 meV, rel. permittivity 17
side surface energy -60 meV; largest side error 0.0297 meV
potential at centre: -3.010 meV
hbar^2/2m: 2721.4 meV nm^2
insulator barrier 3000 meV, mass 0.2 m_e, thickness 5 nm
decay rate kappa 3.968 1/nm, wall length ell 3.600 nm
1D ground, explicit barrier / wall length: 12.1151 / 12.1251 meV
coarse cell 2 nm: full size 1000, quarter size 250; wall ratio r 0.5652
largest full-minus-union difference: 5.0e-12 meV
largest reconstructed residual: 1.3e-11 meV
largest orthonormality error: 6.1e-13
relative trace errors, H and H^2: 0.0e+00, 0.0e+00
levels below 80 meV: inertia 10, quarters {'ee': 3, 'oe': 3, 'eo': 2, 'oo': 2}
measured time ratio full/four quarters (this run): 6.1
level, class, quarter h=0.5 nm (meV), Legendre full domain (meV)
   1  ee     3.2004     3.2048
   2  oe     4.5290     4.5345
   3  ee    18.5601    18.5670
   4  oe    33.8803    33.8967
   5  eo    43.6659    43.6905
   6  oo    45.6876    45.7135
   7  ee    54.7524    54.7869
   8  eo    57.9881    58.0166
   9  oo    73.6501    73.6878
  10  oe    80.8079    80.8746
largest error, two lowest per class, h=2, 1, 0.5 nm: 0.6014, 0.1505, 0.0376 meV
edge doublet splitting (h=0.5 nm): 1.3285 meV
ground probability in outer quarters of width: 0.664
ground-state weight outside its best product: 2.13e-04
additive U: largest residual 20.03 meV
ground h=2 nm, true / additive U: 3.1339 / 3.6251 meV
ground averages of U-f and of g: -3.3247, -2.6074 meV
additive U, worst of ten levels: level 2, error 1.1394 meV
side mismatch 1.0 meV: coupling |v| 0.3139 meV
doublet gap before / after / two-level: 1.3113 / 1.4525 / 1.4538 meV
mismatched ground, full / careless quarter: 3.0624 / 3.4298 meV
nonparabolic shift, levels 1 and 8: -2.536, -13.227 meV
class order, parabolic:    ee oe ee oe eo oo ee eo
class order, nonparabolic: ee oe ee oe eo oo ee eo
ground with hard wall (h=2 nm): 10.6471 meV
spin-orbit coefficient 5 nm^2: largest ee-oo element 0.4466 meV
spin-orbit second-order ground shift: -0.0084 meV
thermal energy at 77 K: 6.635 meV; Fermi level -16.706 meV
ground occupation at subband bottom: 0.0474
electron line density: 2.600e+04 1/cm; potential scale 0.220 meV
ground level above highest valence edge: 233.2 meV
field at middle of side surface: 0.0300 MV/cm
field between unlike gates over insulator thickness: 0.120 MV/cm
insulator tunnelling factor exp(-2 kappa t): 5.8e-18
```
